\section*{Delta Kick of a PAW Model Atom and the Thomas-Reiche-Kuhn Sum}

\section{Problem}

One electron moves on a line in the fixed potential
\[
V(x)=-\frac{1}{\sqrt{x^2+a^2}},\qquad a=0.2\ \text{bohr},
\]
between hard walls at $x=\pm15$ bohr. Atomic units are used, so $\hbar=m=1$. There is no frozen core and no electron-electron interaction. The Hamiltonian is $H=-\tfrac12\partial_x^2+V$, and its ground state $\psi_0$ is real, even and normalized, with energy $E_0$.

The projector augmented-wave (PAW) method writes $\psi=T\tilde\psi$, where $\tilde\psi$ is smooth and
\begin{equation}
T=1+\sum_i\bigl(|\phi_i\rangle-|\tilde\phi_i\rangle\bigr)\langle p_i|,
\qquad \langle p_i|\tilde\phi_j\rangle=\delta_{ij}.
\label{T}
\end{equation}
The augmentation region $\Omega$ is $|x|<1$ bohr, and the projectors $p_i$ vanish outside it. The partial waves $\phi_i$, four even and four odd, solve the Schr\"odinger equation in $\Omega$ at chosen energies, which include those of the two lowest states. Their partners $\tilde\phi_i$ are polynomials of degree at most seven that match $\phi_i$ in value and three derivatives at the edge of $\Omega$. Outside, $\phi_i=\tilde\phi_i$. The smooth basis consists of continuous piecewise polynomials. Inside $\Omega$ their degree is at most seven, so there the eight $\tilde\phi_i$ span the basis.

At $t=0$ the atom receives an impulse that multiplies its wave function by $e^{ikx}$.

\begin{enumerate}
\item[(a)] For a local operator $O$, express $\tilde O=T^\dagger OT$ through the smooth matrix of $O$ and integrals over $\Omega$. Where is completeness needed?
\item[(b)] Find the smooth function just after the kick, its expansion to first order in $k$, and the norm lost because the basis is finite.
\item[(c)] Find $\langle x\rangle(t)$ to first order in $k$, and a spectrum whose area is the total oscillator strength.
\item[(d)] What is this area if the basis is good enough, and by how much does it deviate otherwise?
\item[(e)] Propagate the model atom and check the result.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item[(a)] Put $|\Delta_i\rangle=|\phi_i\rangle-|\tilde\phi_i\rangle$, which vanishes outside $\Omega$. Expand the smooth functions in $\tilde\phi_i$ wherever they meet a $\Delta_i$.
\item[(b)] The kicked function need not be of the form $T\tilde\psi$. Look for the nearest function that is.
\item[(c)] Expand in the eigenvectors of the generalized problem $\tilde H\tilde\psi_n=E_nS\tilde\psi_n$. A sine transform selects each frequency.
\item[(d)] Let $H-E_0$ act on $x\psi_0$, and give a name to the part of $x\psi_0$ that the basis misses.
\item[(e)] Three quantities can be compared: the initial velocity, the area of the spectrum and a matrix expression.
\end{enumerate}

\section{Solution}

\subsection*{(a) The transformed operator}

Let $\chi$ and $\eta$ be smooth basis functions with $c_i=\langle p_i|\chi\rangle$ and $d_i=\langle p_i|\eta\rangle$. Inserting (\ref{T}) gives
\begin{align}
\langle T\chi|O|T\eta\rangle={}&\langle\chi|O|\eta\rangle
+\sum_j\langle\chi|O|\Delta_j\rangle d_j
+\sum_i c_i^*\langle\Delta_i|O|\eta\rangle\nonumber\\
&+\sum_{ij}c_i^*\langle\Delta_i|O|\Delta_j\rangle d_j .
\label{four}
\end{align}
Because $O$ is local and $\Delta_i$ vanishes outside $\Omega$, the last three terms are integrals over $\Omega$. There, by completeness, $\chi=\sum_ic_i\tilde\phi_i$ and $\eta=\sum_jd_j\tilde\phi_j$. The three terms become
\[
\sum_{ij}c_i^*\bigl(\langle\tilde\phi_i|O|\Delta_j\rangle+\langle\Delta_i|O|\tilde\phi_j\rangle+\langle\Delta_i|O|\Delta_j\rangle\bigr)_\Omega d_j .
\]
Since $\phi_i=\tilde\phi_i+\Delta_i$, the bracket is $\langle\phi_i|O|\phi_j\rangle_\Omega-\langle\tilde\phi_i|O|\tilde\phi_j\rangle_\Omega$. Therefore
\begin{equation}
\tilde O=O+\sum_{ij}|p_i\rangle\bigl(\langle\phi_i|O|\phi_j\rangle_\Omega-\langle\tilde\phi_i|O|\tilde\phi_j\rangle_\Omega\bigr)\langle p_j| .
\label{onec}
\end{equation}
The choices $O=1,\ x,\ e^{ikx}$ give the overlap $S$, the position $\tilde X$ and the kick $\tilde K$. The kinetic energy obeys the same formula when it is written as $\tfrac12\int\chi'^*\eta'\,dx$, because $\Delta_i$ vanishes at the edge of $\Omega$ and $\Delta_i'$ then has no delta function there.

Completeness entered through the replacement of $\chi$ and $\eta$. With an incomplete set, the remainder $\chi-\sum_ic_i\tilde\phi_i$ leaves cross terms that (\ref{onec}) omits. With all eight waves, (\ref{onec}) agrees with matrices built from the explicit functions $T\chi$ to rounding error. With two even and two odd waves, the largest discrepancy in the overlap matrix is 0.060 bohr (the basis functions are dimensionless).

\subsection*{(b) The kick}

An impulsive potential $-kx\,\delta(t)$ gives $\psi(0^+)=e^{ikx}\psi(0^-)$ and adds momentum $k$ to the electron. We seek the $\tilde\psi_+$ for which $T\tilde\psi_+$ is closest in norm to $e^{ikx}T\tilde\psi_0$. The difference must then be orthogonal to $T\chi$ for every smooth $\chi$:
\begin{equation}
\langle T\chi|T\tilde\psi_+-e^{ikx}T\tilde\psi_0\rangle=0
\quad\Longrightarrow\quad
S\tilde\psi_+=\tilde K\tilde\psi_0 .
\label{kick}
\end{equation}
From here on, operators with a tilde and $S$ are matrices in the smooth basis, and $S^{-1}$ is a matrix inverse. Formula (\ref{onec}) is linear in $O$, so $e^{ikx}=1+ikx+O(k^2)$ gives $\tilde K=S+ik\tilde X+O(k^2)$, and
\begin{equation}
\tilde\psi_+=\tilde\psi_0+ik\tilde d+O(k^2),\qquad \tilde d=S^{-1}\tilde X\tilde\psi_0 .
\label{first}
\end{equation}

From here on we take $T\tilde\psi_0=\psi_0$, that is, we assume that the basis represents the ground state itself. Inside $\Omega$ the ground state is proportional to the even partial wave at energy $E_0$, and the computed $E_0$ agrees with the all-electron value to six decimals. By the same orthogonality argument, $T\tilde d$ is the projection of $x\psi_0$ onto the functions $T\chi$. Call the missing part
\[
g=x\psi_0-T\tilde d .
\]
The part of the kicked function lost in (\ref{kick}) is
\[
e^{ikx}\psi_0-T\tilde\psi_+=ik(x\psi_0-T\tilde d)+O(k^2)=ikg+O(k^2).
\]
It is orthogonal to $T\tilde\psi_+$, so the norm drops from 1 to $1-k^2\|g\|^2$ at leading order. Here $\|g\|^2=4.13\times10^{-7}$ bohr$^2$. For $k=0.05$ bohr$^{-1}$ the predicted loss is $0.0025\times4.13\times10^{-7}=1.03\times10^{-9}$, and the loss computed from (\ref{kick}) is also $1.03\times10^{-9}$.

\subsection*{(c) Dipole signal and spectrum}

Normalize the eigenvectors by $\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}$, and let $\omega_n=E_n-E_0$ and $X_{n0}=\langle\tilde\psi_n|\tilde X|\tilde\psi_0\rangle$. The expansion coefficient of $\tilde d$ on $\tilde\psi_n$ is $\langle\tilde\psi_n|S|\tilde d\rangle=X_{n0}$. Hence $\tilde d=\sum_nX_{n0}\tilde\psi_n$, and after the kick
\[
\tilde\psi(t)=e^{-iE_0t}\Bigl[\tilde\psi_0+ik\sum_nX_{n0}e^{-i\omega_nt}\tilde\psi_n\Bigr].
\]
In $\langle\tilde\psi|\tilde X|\tilde\psi\rangle$ the term of order zero, $X_{00}$, vanishes by parity. The two terms linear in $k$ are complex conjugates of each other:
\begin{align}
\langle x\rangle(t)&=2\,\mathrm{Re}\Bigl[ik\sum_n|X_{n0}|^2e^{-i\omega_nt}\Bigr]
=2k\sum_n|X_{n0}|^2\sin\omega_nt\nonumber\\
&=k\sum_n\frac{f_n}{\omega_n}\sin\omega_nt,\qquad f_n=2\omega_n|X_{n0}|^2 ,
\label{signal}
\end{align}
because $\mathrm{Re}(ie^{-i\theta})=\sin\theta$. The initial velocity is $k\sum_nf_n$.

A propagation of finite length needs a window, for which we take $W(t)=e^{-\sigma^2t^2/2}$. Define
\begin{equation}
D(\omega)=\frac{2\omega}{\pi k}\int_0^\infty\langle x\rangle(t)\,W(t)\sin\omega t\,dt .
\label{D}
\end{equation}
Two identities are needed:
\begin{align*}
\sin\omega_nt\,\sin\omega t&=\tfrac12[\cos(\omega-\omega_n)t-\cos(\omega+\omega_n)t],\\
\int_0^\infty\cos(ut)\,W(t)\,dt&=\pi G(u),\qquad
G(u)=\frac{e^{-u^2/2\sigma^2}}{\sigma\sqrt{2\pi}} .
\end{align*}
With them,
\begin{equation}
D(\omega)=\sum_nf_n\frac{\omega}{\omega_n}\bigl[G(\omega-\omega_n)-G(\omega+\omega_n)\bigr].
\label{lines}
\end{equation}
For $\omega_n\gg\sigma$ the mirror term is negligible at positive $\omega$, and each line is a Gaussian of width $\sigma$ times the slowly varying factor $\omega/\omega_n$. The function $D$ is even in $\omega$, so its area over positive frequencies is half the area over the whole axis. As $G$ has unit area and is centred on zero, $\int\omega\,G(\omega\mp\omega_n)\,d\omega=\pm\omega_n$, and
\begin{equation}
\int_0^\infty D\,d\omega=\sum_nf_n\,\frac{\omega_n-(-\omega_n)}{2\omega_n}=\sum_nf_n\equiv F .
\label{area}
\end{equation}
The window broadens the lines without changing this area.

\subsection*{(d) The sum}

From $\tilde d=\sum_nX_{n0}\tilde\psi_n$ and the definition of $f_n$,
\begin{equation}
F=2\sum_n(E_n-E_0)|X_{n0}|^2=2\langle\tilde d|\tilde H-E_0S|\tilde d\rangle
=2\langle T\tilde d|H-E_0|T\tilde d\rangle .
\label{F}
\end{equation}
Suppose first that the basis represents $x\psi_0$, so that $T\tilde d=x\psi_0$. Since $(x\psi_0)''=2\psi_0'+x\psi_0''$,
\begin{equation}
(H-E_0)x\psi_0=-\psi_0'+x(H-E_0)\psi_0=-\psi_0' .
\label{comm}
\end{equation}
Then, with $\psi_0=0$ at the walls,
\[
F=-2\int x\psi_0\psi_0'\,dx=-\int x\,(\psi_0^2)'\,dx=\int\psi_0^2\,dx=1 .
\]
This is the Thomas-Reiche-Kuhn sum for one electron. In terms of the kick, the impulse $k$ sets a particle of unit mass moving with mean velocity $k$, whatever the local potential.

In a finite basis $T\tilde d=x\psi_0-g$. All functions are real, so (\ref{F}) gives
\[
F=2\langle x\psi_0|H-E_0|x\psi_0\rangle-4\langle g|H-E_0|x\psi_0\rangle+2\langle g|H-E_0|g\rangle .
\]
The first term is 1, and (\ref{comm}) turns the second into $+4\langle g|\psi_0'\rangle$:
\begin{equation}
F-1=4\langle g|\psi_0'\rangle+2\langle g|H-E_0|g\rangle .
\label{dev}
\end{equation}
The kinetic part of the last term is $\int g'^2dx$, since $g$ may have kinks. This term cannot be negative, because $E_0$ is the lowest energy. The sign of the first term is not fixed by this argument. In the basis of part (e) it is $-9.2\times10^{-5}$, against $+1.25\times10^{-4}$ for the last term, so the two partly cancel, and $F-1$ can come out with either sign depending on the partial-wave energies. As $g$ is orthogonal to all $T\chi$, it sees just the part of $\psi_0'$ that the basis misses, so both terms are products of two small quantities.

Two kinds of completeness must be kept apart. The smooth waves $\tilde\phi_i$ span the smooth basis in $\Omega$, which makes (\ref{onec}) an identity. The sum rule asks in addition that the true waves $\phi_i$ represent $x\psi_0$ in $\Omega$, and four odd functions do so approximately.

The derivation also shows two conditions on the physics. Equation (\ref{comm}) needs a potential that commutes with $x$. The projectors make $\tilde H$ look nonlocal, but it is the transform of a local $H$, so no correction arises from them. Second, the sum runs over all states. If the electron sat above a frozen core state $c$ that the PAW basis excludes, the term $f_c=2(E_c-E_0)|x_{c0}|^2<0$ would be missing, and the remaining strengths would add up to $1+|f_c|$.

\subsection*{(e) The propagated atom}

The basis has 166 functions: outside $\Omega$ there are ten equal elements of degree eight on each side, and the partial-wave energies are $E_0$, 1, 6, 15 hartree (even) and $E_1$, 2, 8, 18 hartree (odd). The reference is an independent all-electron diagonalization on a sine grid in the same box. Both give $E_0=-2.3552$ and $E_1=-0.4397$ hartree. The same smooth basis without augmentation gives $E_0=-2.3474$ hartree, which is 0.0078 hartree too high. The first line lies at
\[
\omega_1=-0.4397+2.3552=1.9155\ \text{hartree}=52.12\ \text{eV},
\]
and its strength is $f_1=0.5842$ in both calculations. From $f_1=2\omega_1|X_{10}|^2$ follows $|X_{10}|=\sqrt{0.5842/3.8309}=0.391$ bohr.

The kick has $k=0.001$ bohr$^{-1}$. Each time step $\tau=0.01$ a.u. solves the Crank-Nicolson equation
\[
\bigl(S+\tfrac{i\tau}{2}\tilde H\bigr)\tilde\psi(t+\tau)=\bigl(S-\tfrac{i\tau}{2}\tilde H\bigr)\tilde\psi(t).
\]
An eigenvector $\tilde\psi_n$ is multiplied by $(1-iE_n\tau/2)/(1+iE_n\tau/2)$. This factor has modulus one, so the norm $\langle\tilde\psi|S|\tilde\psi\rangle$ is conserved. Its phase is that of an energy
\[
\frac2\tau\arctan\frac{E_n\tau}{2}\simeq E_n-\frac{E_n^3\tau^2}{12}.
\]
For the ground state the shift is $+1.09\times10^{-4}$ hartree, and for the first excited state it is below $10^{-6}$ hartree. The first line therefore appears about $1.1\times10^{-4}$ hartree too low.

The run lasts 200 a.u., with $\sigma=0.025$ hartree. Up to 3 hartree the spectrum was compared with (\ref{lines}) evaluated from the all-electron lines. The largest difference is $2.7\times10^{-3}$ of the highest peak. The frequency shift accounts for this size: the steepest slope of a Gaussian is $e^{-1/2}/\sigma$ times its height, and $0.607\times1.08\times10^{-4}/0.025=2.6\times10^{-3}$.

The strength accumulates as follows.
\begin{center}
\begin{tabular}{lc}
Quantity & Value\\
first line, propagated & 0.5842\\
area of $D$ below 10 hartree & 0.9929\\
area of $D$ below 100 hartree & 0.9999\\
initial velocity divided by $k$ & 0.9998\\
matrix expression (\ref{F}) & 1.00003
\end{tabular}
\end{center}
The first line carries 58\% of the strength. The rest belongs to higher bound states and to the continuum above 2.355 hartree, which the walls make discrete. The matrix value has $F-1=3.26\times10^{-5}$, and (\ref{dev}), evaluated from $g$, gives the same number. This value belongs to the basis. With 7 or 20 outer elements on each side it is $1.7\times10^{-5}$ or $8.5\times10^{-5}$, while $\|g\|^2$ changes by only a few per cent, so refining the outer mesh alone does not bring $F$ closer to 1. The initial velocity is measured as $\langle x\rangle(\tau)/\tau$. Two effects lower it. For a line with $\omega_n\tau\ll1$ and $|E_n|\tau\ll1$ both are of order $\tau^2$; for the highest states of the basis these conditions fail, so the expansions below should not be summed over all lines. Exact evolution would give $f_n\sin(\omega_n\tau)/(\omega_n\tau)\simeq f_n(1-\omega_n^2\tau^2/6)$ for each line. The propagator also lowers $\omega_n$ by $(E_n^3-E_0^3)\tau^2/12$, a fraction $(E_n^2+E_nE_0+E_0^2)\tau^2/12$ of $\omega_n$. For the first line the two reductions are $6.1\times10^{-5}$ and $5.6\times10^{-5}$ of $f_1$, so they are of similar size. The area below 100 hartree falls short of $F$ by $1.3\times10^{-4}$. About $6.7\times10^{-5}$ of this lies in lines of the basis above the cutoff, and $6.4\times10^{-5}$ is the time-step lowering of the lines below it. The all-electron strength above 100 hartree is only about $1\times10^{-6}$, so the first part is almost wholly due to the finite basis. The propagation thus meets the sum rule to $1\times10^{-4}$ in the area and to $2\times10^{-4}$ in the initial velocity. The numerical check carries out the propagation and computes the values in the table.

\section{Variation 1: one-centre terms left out of the kick}

\emph{Keep $\tilde H$, $S$ and the measured $\tilde X$ as they are, but replace $\tilde d$ in the kick (\ref{first}) by another vector $\tilde w$. What is the initial velocity?}

With $w_n=\langle\tilde\psi_n|S|\tilde w\rangle$, the steps leading to (\ref{signal}) give $\langle x\rangle(t)=2k\sum_nX_{n0}w_n\sin\omega_nt$ for real vectors. Differentiation at $t=0$ yields
\[
\frac{1}{k}\frac{d\langle x\rangle}{dt}\Big|_{0}=2\sum_n\omega_nX_{n0}w_n=2\langle\tilde d|\tilde H-E_0S|\tilde w\rangle .
\]

First choice: $\tilde w=S^{-1}X_{\rm s}\tilde\psi_0$, where $X_{\rm s}$ is the smooth matrix of $x$ alone. The result is 0.549, so 45\% of the sum is lost. The one-centre terms are present in $S$ and absent from $X_{\rm s}$, so the two matrices describe different charge distributions in $\Omega$. The smooth ground state by itself has a norm of 0.760.

Second choice: multiply the smooth function itself, $\tilde w=x\tilde\psi_0$, projected onto the smooth basis. The result is 0.989, an error of 1.1\%. It is smaller for a reason that can be read off from $T$. Apart from the projection, $T(x\tilde\psi_0)$ equals $x\psi_0$ outside $\Omega$, and matches it in value and three derivatives at the edge, because each $\phi_i$ matches $\tilde\phi_i$ in this way. In $\Omega$, $\tilde\psi_0$ is an even polynomial of degree at most six, so $x\tilde\psi_0$ lies in the span of the four odd $\tilde\phi_i$. $T$ turns it into a combination of the four odd $\phi_i$, whose coefficients are fixed by these four matching conditions. If $x\psi_0$ lay in the span of the odd $\phi_i$, this combination would equal it, and the small $\|g\|$ shows that it nearly lies there. The error remains because matching at the edge is not the best fit over the whole of $\Omega$.

\section{Variation 2: a strong kick}

\emph{For $k=1$ bohr$^{-1}$, find the probability that the atom stays in its ground state, and the mean energy it absorbs.}

The amplitude for staying is $M=\langle\psi_0|e^{ikx}|\psi_0\rangle=\langle\tilde\psi_0|\tilde K|\tilde\psi_0\rangle$, with no expansion in $k$. The PAW value is 0.8979, in agreement with the all-electron one. The smooth part alone would give 0.6648. It fails even for $k\to0$, where $M$ must tend to 1 and the smooth part tends to 0.760. The probability of staying is $M^2=0.806$, and the probability of excitation is 0.194.

For the energy, $e^{-ikx}\hat p\,e^{ikx}=\hat p+k$, while $V$ commutes with the kick. The mean energy after the kick is
\[
\langle\psi_0|\tfrac12(\hat p+k)^2+V|\psi_0\rangle=E_0+k\langle\hat p\rangle+\tfrac12k^2=E_0+\tfrac12k^2,
\]
since $\langle\hat p\rangle=0$ in a real state. The atom absorbs 0.5 hartree on average. As this comes from the excited fraction, the mean excitation energy of that fraction is $0.5/0.194=2.58$ hartree. These energies hold for the full kicked function; a finite basis reproduces them as far as it represents $e^{ikx}\psi_0$.

\section*{Calculated quantities}
\begin{verbatim}
softening length a: 0.20 bohr
augmentation radius: 1.00 bohr; walls at +-15.0 bohr
basis functions: 166; partial waves: 8
even partial-wave energies: -2.3552 1.0000 6.0000 15.0000 hartree
odd partial-wave energies: -0.4397 2.0000 8.0000 18.0000 hartree
completeness error inside region: 4.1e-14
one-centre form vs T+OT, relative error: 9.6e-16
overlap mismatch with 4 of 8 waves: 0.0603
E0 PAW: -2.355151 hartree
E0 all-electron: -2.355151 hartree
E0 same basis without augmentation: -2.347350 hartree
E1 PAW: -0.439694 hartree
E1 all-electron: -0.439694 hartree
norm of smooth ground state alone: 0.75999
form factor at k = 1.0 /bohr, PAW: 0.897908
form factor, all-electron: 0.897908
form factor, smooth part only: 0.664801
squared norm of missing part g: 4.126e-07 bohr^2
norm loss at k = 0.05 /bohr: 1.033e-09
predicted norm loss k^2 |g|^2: 1.031e-09
matrix sum F: 1.000033
F - 1: 3.262e-05; from deviation formula: 3.262e-05
sum, generator without one-centre part: 0.54915
sum, smooth function multiplied by x: 0.98945
kick k: 0.0010 /bohr; time step: 0.010 a.u.
total time: 200.0 a.u.; window width: 0.025 hartree
norm drift in propagation: 2.8e-12
initial velocity divided by k: 0.99977 a.u.
first line, PAW: 1.91546 hartree = 52.122 eV
first-line strength, all-electron: 0.58419
first-line strength, PAW states: 0.58419
first-line strength, propagated: 0.58416
largest spectrum error / highest peak: 2.69e-03
ionization threshold: 2.3552 hartree
strength below 10 hartree, propagated: 0.99294
strength below 100 hartree, propagated: 0.99990
all-electron sum of strengths: 1.000000
\end{verbatim}
